**Uniform acid and position-dependent diffusivity**

For dilute acid with a uniform standard potential, ∂c/∂t = ∂(D ∂c) keeps a uniform profile, while ∂c/∂t = ∂²(Dc) drives it towards c ∝ 1/D. Here c is the acid concentration, D(x) the diffusivity, γ the activity factor and ∂ the derivative along x; the general flux is −(D/γ) ∂(γc). The program asserts that Arrhenius hopping on a lattice agrees with Fourier solutions of the continuum equations for level wells, level barriers and a mixed landscape. It also asserts the initial rates from uniform acid, the two equilibrium laws, the free-energy decay, the acid loss when D stands outside both derivatives, and the drift that random walkers need. In the example, with an 80 nm pitch and D between 1 and 5 nm²/s, the Laplacian form creates a false spread of 0.83 c0 in 60 s, where c0 is the mean concentration. With continuing deprotection the false spread peaks at 0.32 c0, while the correct form stays flat to numerical accuracy. The remaining output sizes real gradients from acid affinity, quenching, first-image acid and shrinkage, together with counting noise.

## Verification by program

```python
"""
Result under test: for dilute acid with a uniform standard chemical potential,
dc/dt = d/dx( D dc/dx ) keeps a uniform concentration c, whereas
dc/dt = d2/dx2( D c ) drives it towards c proportional to 1/D.
General law: flux J = -(D/g) d(g c)/dx, with activity g*c and g = exp(mu0/kT).

Symbols: x position (nm), D diffusivity (nm^2/s), c acid density relative to
its mean c0, m deprotected fraction, k = 2 pi / pitch, b = ln(Dd/Dp)/2,
well and barrier = site and saddle energies in units of kT.
Spread means (largest c - smallest c), with c relative to c0.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.special import iv

pitch, bake, temperature = 80.0, 60.0, 383.15
D_prot, D_deprot, acid_density = 1.0, 5.0, 0.05
k = 2 * np.pi / pitch
b = 0.5 * np.log(D_deprot / D_prot)
D_geo = np.sqrt(D_prot * D_deprot)
kT = k_boltzmann * temperature / e_charge


def log_D(x):
    return np.log(D_geo) + b * np.cos(k * x)


def fourier_grid(n):
    """Grid and Fourier differentiation matrix, n odd."""
    x = np.arange(n) * pitch / n
    wave = 2j * np.pi * np.fft.fftfreq(n, pitch / n)
    d = np.fft.ifft(wave[:, None] * np.fft.fft(np.eye(n), axis=0), axis=0)
    return x, d.real


def hopping_matrix(well, barrier, n):
    """Master equation on a ring; rate exp(well - barrier) / spacing^2."""
    h = pitch / n
    x = np.arange(n) * h
    right = np.exp(well(x) - barrier(x + h / 2)) / h**2
    left = np.exp(well(x) - barrier(x - h / 2)) / h**2
    i = np.arange(n)
    g = np.zeros((n, n))
    g[(i + 1) % n, i] += right
    g[(i - 1) % n, i] += left
    g[i, i] -= right + left
    return x, g


def spread(c):
    return np.max(c, axis=0) - np.min(c, axis=0)


n_grid = 81
x, d1 = fourier_grid(n_grid)
D = np.exp(log_D(x))
d2 = d1 @ d1
fick = d1 @ np.diag(D) @ d1
laplace = d2 @ np.diag(D)
outside = np.diag(D) @ d2
flat = np.ones(n_grid)
mid = n_grid // 2          # grid point nearest the slowest place


# --- Hopping model against the continuum equations, non-uniform start ---
def start(y):
    return 1 + 0.5 * np.cos(k * y + 0.7)


def zero(y):
    return 0 * y


def mixed_well(y):
    return 0.4 * np.sin(2 * k * y)


g_mixed = np.exp(mixed_well(x))
mixed = d1 @ np.diag(D / g_mixed) @ d1 @ np.diag(g_mixed)
cases = {
    "level wells": (zero, lambda y: -log_D(y), fick),
    "level barriers": (log_D, zero, laplace),
    "mixed": (mixed_well, lambda y: mixed_well(y) - log_D(y), mixed),
}
n_sites = 5 * n_grid
hop_error = {}
for name, (well, barrier, operator) in cases.items():
    sites, hops = hopping_matrix(well, barrier, n_sites)
    c_hop = expm(hops * bake) @ start(sites)
    c_continuum = expm(operator * bake) @ start(x)
    hop_error[name] = np.max(np.abs(c_hop[::5] - c_continuum))
    # second-order lattice error, (k * spacing)^2 = 2.4e-4 times order one
    assert hop_error[name] < 1e-3, name

# --- Equilibrium of the mixed landscape: uniform activity, not uniform c ---
sites, hops = hopping_matrix(*cases["mixed"][:2], n_sites)
c_eq = expm(hops * 3000.0) @ np.ones(n_sites)
activity = c_eq * np.exp(mixed_well(sites))
assert spread(activity) < 1e-5 and spread(c_eq) > 0.5

# --- Initial rate from a uniform state is alpha * D'' ---
D_sites = np.exp(log_D(sites))
D_second = k**2 * D_sites * (b**2 * np.sin(k * sites)**2
                             - b * np.cos(k * sites))
for alpha in (0.0, 0.5, 1.0):
    _, hops = hopping_matrix(lambda y: alpha * log_D(y),
                             lambda y: (alpha - 1) * log_D(y), n_sites)
    rate = hops @ np.ones(n_sites)
    assert np.max(np.abs(rate - alpha * D_second)) \
        < 1e-3 * np.max(np.abs(D_second))

# --- Steady state of the Laplacian form ---
c_steady = np.exp(-b * np.cos(k * x)) / iv(0, b)
assert np.max(np.abs(expm(laplace * 3000.0) @ flat - c_steady)) < 1e-6

# --- Free energy falls at the stated rate under the correct law ---
def free_energy(c):
    return np.mean(c * np.log(c))


t_mid, dt = 10.0, 0.01
c_mid = expm(fick * t_mid) @ start(x)
slope = (free_energy(expm(fick * (t_mid + dt)) @ start(x))
         - free_energy(expm(fick * (t_mid - dt)) @ start(x))) / (2 * dt)
dissipation = -np.mean(D * (d1 @ c_mid)**2 / c_mid)
assert abs(slope / dissipation - 1) < 1e-5

# --- D in front of the second derivative does not conserve acid ---
hump = 1 + 0.5 * np.cos(k * x)
loss_rate = np.mean(expm(outside * dt) @ hump
                    - expm(-outside * dt) @ hump) / (2 * dt)
loss_formula = -0.5 * k**2 * D_geo * iv(1, b)
assert abs(loss_rate / loss_formula - 1) < 1e-4
total_outside = np.mean(expm(outside * bake) @ hump)
total_fick = np.mean(expm(fick * bake) @ hump)
assert abs(total_fick - 1) < 1e-9

# --- Random walkers from a uniform start, with and without drift D' ---
rng = np.random.default_rng(7)
n_walkers, n_steps = 100000, 300
step_time = bake / n_steps
walk_mean = {}
for drift in (0, 1):
    pos = rng.random(n_walkers) * pitch
    for _ in range(n_steps):
        D_here = np.exp(log_D(pos))
        push = -drift * b * k * np.sin(k * pos) * D_here * step_time
        pos += push + np.sqrt(2 * D_here * step_time) \
            * rng.standard_normal(n_walkers)
    walk_mean[drift] = np.mean(np.cos(k * pos))
c_false = expm(laplace * bake) @ flat
mean_false = np.mean(c_false * np.cos(k * x))
# five standard errors of the mean cosine, 5 / sqrt(2 * walkers)
noise = 5 / np.sqrt(2 * n_walkers)
assert abs(walk_mean[0] - mean_false) < noise
assert abs(walk_mean[1]) < noise
assert abs(mean_false) > 5 * noise

# --- Sizes of neglected effects ---
xs, e1 = fourier_grid(41)
m0 = (1 + np.cos(k * xs)) / 2
times = np.linspace(0, bake, 601)
deprotection_rate = 0.05


def evolving(t, y, false_form):
    c, m = y[:41], y[41:]
    diff = D_prot * (D_deprot / D_prot)**m
    dc = e1 @ (e1 @ (diff * c)) if false_form else e1 @ (diff * (e1 @ c))
    return np.concatenate([dc, deprotection_rate * c * (1 - m)])


evolve_spread = {}
for false_form in (True, False):
    sol = solve_ivp(evolving, (0, bake), np.concatenate([np.ones(41), m0]),
                    method="BDF", t_eval=times, args=(false_form,),
                    rtol=1e-7, atol=1e-9)
    assert sol.success
    evolve_spread[false_form] = spread(sol.y[:41])
assert np.max(evolve_spread[False]) < 1e-6

base0, capture_radius = 0.2, 0.5
Ds = np.exp(log_D(xs))
capture = 4 * np.pi * Ds * capture_radius * acid_density


def quenching(t, y):
    c, q = y[:41], y[41:]
    loss = capture * c * q
    return np.concatenate([e1 @ (Ds * (e1 @ c)) - loss, -loss])


sol = solve_ivp(quenching, (0, bake),
                np.concatenate([np.ones(41), base0 * np.ones(41)]),
                method="BDF", t_eval=times, rtol=1e-7, atol=1e-9)
assert sol.success
quench_spread = spread(sol.y[:41])
acid_left = np.mean(sol.y[:41, -1])
assert abs(acid_left - (1 - base0)) < 1e-3

affinity = 0.010
g_aff = np.exp(-affinity / kT * (1 + np.cos(k * x)) / 2)
c_aff = expm(d1 @ np.diag(D / g_aff) @ d1 @ np.diag(g_aff) * bake) @ flat

first_acid = 0.3 * (1 + np.cos(k * x)) / 2
one_bake = expm(fick * bake)
leftover = 1 - first_acid + one_bake @ first_acid
shrink = 0.10
acid_count = acid_density * 10.0**3
acid_volume, hop_length = 0.2, 1.0

# --- Report ---
print("INPUTS")
print(f"pitch {pitch:.0f} nm, bake {bake:.0f} s, T {temperature:.2f} K")
print(f"D protected {D_prot:.1f}, deprotected {D_deprot:.1f} nm^2/s")
print(f"mean acid density c0 {acid_density:.3f} nm^-3")
print(f"kT {kT:.5f} eV, b {b:.4f}, k {k:.5f} nm^-1")
print(f"sqrt(2Dt) slow {np.sqrt(2*D_prot*bake):.2f} nm, "
      f"fast {np.sqrt(2*D_deprot*bake):.2f} nm")
print("LAPLACIAN FORM FROM UNIFORM ACID (c/c0)")
print(f"initial rate at fastest place {D_second[0]:.5f} s^-1")
rate_slow = k**2 * D_prot * b
print(f"initial rate at slowest place {rate_slow:.5f} s^-1")
print(f"slow column is at x = {x[mid]:.2f} nm")
for t in (1.0, 10.0, 30.0, 60.0):
    c = expm(laplace * t) @ flat
    print(f"t {t:.0f} s: fast {c[0]:.4f}, slow {c[mid]:.4f}, "
          f"spread {spread(c):.4f}")
print(f"I0(b) {iv(0, b):.5f}")
print(f"steady: fast {np.exp(-b)/iv(0,b):.4f}, "
      f"slow {np.exp(b)/iv(0,b):.4f}")
print(f"density at 60 s: fast {c_false[0]*acid_density:.4f}, "
      f"slow {c_false[mid]*acid_density:.4f} nm^-3")
print(f"free energy gained at 60 s {free_energy(c_false):.4f} kT per acid")
print(f"hidden potential range {2*b*kT:.4f} eV")
print("TESTS")
for name, err in hop_error.items():
    print(f"hopping - continuum, {name}: {err:.1e} (c/c0)")
print(f"mixed equilibrium: spread of c {spread(c_eq):.4f}, "
      f"of activity {spread(activity):.1e}")
print(f"free-energy slope {slope:.6e}, formula {dissipation:.6e} kT/s")
print(f"mean cos(kx), no drift: walkers {walk_mean[0]:.4f}, "
      f"equation {mean_false:.4f}")
print(f"mean cos(kx), drift D': walkers {walk_mean[1]:.4f}, equation 0")
print(f"five standard errors of walkers {noise:.4f}")
print("D OUTSIDE, START 1 + 0.5 cos(kx)")
print(f"acid change rate {loss_rate:.6f}, formula {loss_formula:.6f} s^-1")
print(f"total acid after bake: D outside {total_outside:.4f}, "
      f"correct {total_fick:.4f}")
print("NEGLECTED EFFECTS (spread of c/c0)")
i_peak = np.argmax(evolve_spread[True])
print(f"deprotection rate {deprotection_rate:.2f} s^-1 at c0:")
print(f"  Laplacian form peak {evolve_spread[True][i_peak]:.4f} at "
      f"{times[i_peak]:.1f} s, end {evolve_spread[True][-1]:.4f}")
print(f"  correct form, largest {np.max(evolve_spread[False]):.1e}")
print(f"affinity {affinity*1000:.0f} meV: after bake {spread(c_aff):.4f}, "
      f"equilibrium ratio {np.exp(affinity/kT):.4f}")
i_q = np.argmax(quench_spread)
print(f"base {base0:.2f} c0, capture radius {capture_radius:.1f} nm:")
print(f"  peak {quench_spread[i_q]:.4f} at {times[i_q]:.1f} s, "
      f"end {quench_spread[-1]:.4f}, acid left {acid_left:.4f}")
print(f"first-image acid, peak {np.max(first_acid):.2f} c0:")
print(f"  before 2nd bake {spread(leftover):.4f}, "
      f"after {spread(one_bake @ leftover):.4f}")
print(f"shrinkage {shrink:.2f}: density ratio {1/(1-shrink):.4f}")
print(f"acids in (10 nm)^3: {acid_count:.0f}, "
      f"relative noise {1/np.sqrt(acid_count):.4f}")
print(f"acid volume {acid_volume:.1f} nm^3: "
      f"volume fraction {acid_volume*acid_density:.4f}")
print(f"hop {hop_length:.0f} nm: (k hop)^2/12 = "
      f"{(k*hop_length)**2/12:.1e}")
print("tests ok")
```

Running it gives:

```
INPUTS
pitch 80 nm, bake 60 s, T 383.15 K
D protected 1.0, deprotected 5.0 nm^2/s
mean acid density c0 0.050 nm^-3
kT 0.03302 eV, b 0.8047, k 0.07854 nm^-1
sqrt(2Dt) slow 10.95 nm, fast 24.49 nm
LAPLACIAN FORM FROM UNIFORM ACID (c/c0)
initial rate at fastest place -0.02482 s^-1
initial rate at slowest place 0.00496 s^-1
slow column is at x = 39.51 nm
t 1 s: fast 0.9766, slow 1.0050, spread 0.0325
t 10 s: fast 0.8366, slow 1.0534, spread 0.2461
t 30 s: fast 0.6806, slow 1.1832, spread 0.5294
t 60 s: fast 0.5640, slow 1.3938, spread 0.8298
I0(b) 1.16856
steady: fast 0.3827, slow 1.9135
density at 60 s: fast 0.0282, slow 0.0697 nm^-3
free energy gained at 60 s 0.0498 kT per acid
hidden potential range 0.0531 eV
TESTS
hopping - continuum, level wells: 5.3e-06 (c/c0)
hopping - continuum, level barriers: 1.1e-05 (c/c0)
hopping - continuum, mixed: 1.2e-05 (c/c0)
mixed equilibrium: spread of c 0.7896, of activity 1.5e-13
free-energy slope -1.350429e-03, formula -1.350429e-03 kT/s
mean cos(kx), no drift: walkers -0.2178, equation -0.2193
mean cos(kx), drift D': walkers 0.0014, equation 0
five standard errors of walkers 0.0112
D OUTSIDE, START 1 + 0.5 cos(kx)
acid change rate -0.003006, formula -0.003006 s^-1
total acid after bake: D outside 0.8903, correct 1.0000
NEGLECTED EFFECTS (spread of c/c0)
deprotection rate 0.05 s^-1 at c0:
  Laplacian form peak 0.3196 at 29.9 s, end 0.2093
  correct form, largest 3.9e-09
affinity 10 meV: after bake 0.1609, equilibrium ratio 1.3537
base 0.20 c0, capture radius 0.5 nm:
  peak 0.1004 at 1.3 s, end 0.0035, acid left 0.8000
first-image acid, peak 0.30 c0:
  before 2nd bake 0.1586, after 0.0728
shrinkage 0.10: density ratio 1.1111
acids in (10 nm)^3: 50, relative noise 0.1414
acid volume 0.2 nm^3: volume fraction 0.0100
hop 1 nm: (k hop)^2/12 = 5.1e-04
tests ok
```
